\section*{The Cole-Cole function as a depressed circular arc}

\section*{The setting}

A dielectric with a broad relaxation can be described by the empirical Cole--Cole function
\begin{equation}
\varepsilon^*(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+(i\omega\tau)^{1-\alpha}},\qquad \Delta\varepsilon=\varepsilon_s-\varepsilon_\infty>0 .
\label{cc}
\end{equation}
Here $\omega$ is the angular frequency, $\tau>0$ a relaxation time, and $\varepsilon_s$ and $\varepsilon_\infty$ are the real limits of the relative permittivity far below and far above the relaxation. The parameter $\alpha$ satisfies $0\le\alpha<1$; for $\alpha=0$ the function is that of Debye.

Fields vary as $e^{+i\omega t}$, and we write $\varepsilon^*=\varepsilon'-i\varepsilon''$, so that $\varepsilon''>0$ means energy loss. In the complex permittivity plane $\varepsilon'$ is plotted to the right and $\varepsilon''$ upward, with equal scales on both axes; with unequal scales a circle would appear as an ellipse and angles would be distorted. The power in (\ref{cc}) has its principal value. We ask what curve the point $(\varepsilon',\varepsilon'')$ follows as $\omega$ runs from $0$ to $\infty$.

\section*{(a) Eliminate the frequency}

\textit{Find an equation between $\varepsilon'$ and $\varepsilon''$ that contains neither $\omega$ nor $\tau$.}

\medskip
\textbf{Solution.} Let $\beta=1-\alpha$ and $z=(i\omega\tau)^\beta$. Since $i\omega\tau$ has modulus $\omega\tau$ and argument $\pi/2$,
\begin{equation}
z=\rho\,e^{i\theta},\qquad \rho=(\omega\tau)^\beta,\qquad \theta=\frac{\beta\pi}{2}=\frac{(1-\alpha)\pi}{2}.
\label{ray}
\end{equation}
The frequency changes the modulus $\rho$ but not the argument $\theta$. Thus $z$ moves outward along a fixed ray, and $0<\theta\le\pi/2$.

Measure the permittivity from its high-frequency limit: $x=\varepsilon'-\varepsilon_\infty$ and $y=\varepsilon''$. Then (\ref{cc}) reads
\begin{equation}
x-iy=\frac{\Delta\varepsilon}{1+z}.
\label{xy}
\end{equation}
Solve for $z$, and multiply numerator and denominator of the fraction by $x+iy$:
\begin{equation}
z=\frac{\Delta\varepsilon}{x-iy}-1=\frac{\Delta\varepsilon\,(x+iy)}{x^2+y^2}-1 .
\label{inverse}
\end{equation}
The real and imaginary parts are
\begin{equation}
\mathrm{Re}\,z=\frac{\Delta\varepsilon\,x}{x^2+y^2}-1,\qquad
\mathrm{Im}\,z=\frac{\Delta\varepsilon\,y}{x^2+y^2}.
\end{equation}
On the ray, $\mathrm{Re}\,z=\rho\cos\theta$ and $\mathrm{Im}\,z=\rho\sin\theta$, so $\mathrm{Im}\,z\cos\theta=\mathrm{Re}\,z\sin\theta$, in which $\rho$ no longer appears. Insert the two parts and multiply by $x^2+y^2$:
\begin{equation}
\Delta\varepsilon\,y\cos\theta=\Delta\varepsilon\,x\sin\theta-(x^2+y^2)\sin\theta .
\end{equation}
Because $\sin\theta>0$ we may divide by it. Collecting all terms on one side gives
\begin{equation}
x^2+y^2-\Delta\varepsilon\,x+\Delta\varepsilon\,y\cot\theta=0 .
\label{implicit}
\end{equation}

\section*{(b) Identify the curve}

\textit{Show that (\ref{implicit}) is a circle. Find its centre and radius, and the angle between the real axis and the radius drawn to a real-axis intercept.}

\medskip
\textbf{Solution.} Let $\varphi=\alpha\pi/2$. Then $\theta=\pi/2-\varphi$ and $\cot\theta=\tan\varphi$. Complete the square in each variable:
\begin{align}
x^2-\Delta\varepsilon\,x&=\left(x-\tfrac{\Delta\varepsilon}{2}\right)^2-\left(\tfrac{\Delta\varepsilon}{2}\right)^2,\\
y^2+\Delta\varepsilon\,y\tan\varphi&=\left(y+\tfrac{\Delta\varepsilon}{2}\tan\varphi\right)^2-\left(\tfrac{\Delta\varepsilon}{2}\right)^2\tan^2\varphi .
\end{align}
Their sum vanishes. With $1+\tan^2\varphi=1/\cos^2\varphi$,
\begin{equation}
\left(x-\frac{\Delta\varepsilon}{2}\right)^2+\left(y+\frac{\Delta\varepsilon}{2}\tan\varphi\right)^2=\left(\frac{\Delta\varepsilon}{2\cos\varphi}\right)^2 .
\end{equation}
This is a circle. Restoring $\varepsilon'=\varepsilon_\infty+x$ and $\varepsilon_\infty+\Delta\varepsilon/2=(\varepsilon_s+\varepsilon_\infty)/2$, we find
\begin{equation}
\text{centre}=\left(\frac{\varepsilon_s+\varepsilon_\infty}{2},\;-\frac{\Delta\varepsilon}{2}\tan\frac{\alpha\pi}{2}\right),\qquad
R=\frac{\Delta\varepsilon}{2\cos(\alpha\pi/2)} .
\label{circle}
\end{equation}
For $\alpha>0$ the centre lies below the real axis.

At $y=0$, equation (\ref{implicit}) becomes $x(x-\Delta\varepsilon)=0$, so the intercepts are $\varepsilon_\infty$ and $\varepsilon_s$. The intercept at $\varepsilon_\infty$, the midpoint of the chord and the centre form a right triangle. Its leg along the axis is $\Delta\varepsilon/2$ and its vertical leg is $(\Delta\varepsilon/2)\tan\varphi$. The tangent of the angle at the intercept is therefore $\tan\varphi$, and since $0\le\varphi<\pi/2$ the angle is
\begin{equation}
\varphi=\frac{\alpha\pi}{2}.
\label{angle}
\end{equation}
The depression angle depends on $\alpha$ alone. Changing $\Delta\varepsilon$ rescales the figure, and changing $\tau$ leaves it as it is.

\section*{(c) Which part of the circle is traced?}

\textit{Show that the part above the real axis is run through once. Find the angle it spans at the centre and the angle at which it meets the axis.}

\medskip
\textbf{Solution.} The condition used in (a) describes a whole straight line through $z=0$, while the physical $z$ occupies half of it, so the question is a real one. For every $\omega>0$ we have $\mathrm{Im}\,z>0$, hence $y>0$ by the expression for $\mathrm{Im}\,z$. The lower part of the circle is not reached.

Conversely, take any point of the circle with $y>0$ and compute $z$ from (\ref{inverse}). The steps of (a), read backward, put $z$ on the line at angle $\theta$, and $y>0$ makes $\mathrm{Im}\,z$ positive. So $z=\rho e^{i\theta}$ with $\rho>0$, and $\omega=\rho^{1/\beta}/\tau$ is the one frequency that belongs to the point. Since the motion is continuous and no point is visited twice, the arc is traversed without turning back. It starts at $\varepsilon_s$, where $\omega\to0$ and $z\to0$, and ends at $\varepsilon_\infty$, where $\omega\to\infty$. The two end points are limits.

The centre and the intercepts form an isosceles triangle with base angles $\varphi$. The arc therefore spans
\begin{equation}
\pi-2\varphi=(1-\alpha)\pi
\end{equation}
at the centre. The tangent is perpendicular to the radius, so the arc meets the axis at the angle $\pi/2-\varphi=(1-\alpha)\pi/2=\theta$. Equation (\ref{xy}) confirms this at high frequency: $x-iy\simeq\Delta\varepsilon/z=(\Delta\varepsilon/\rho)e^{-i\theta}$, so $y/x\to\tan\theta$.

\section*{(d) A geometric reading}

\textit{Under what angle is the chord from $\varepsilon_\infty$ to $\varepsilon_s$ seen from a point of the arc, and what do the distances to its ends tell?}

\medskip
\textbf{Solution.} From (\ref{xy}),
\begin{equation}
\varepsilon^*-\varepsilon_\infty=\frac{\Delta\varepsilon}{1+z},\qquad
\varepsilon_s-\varepsilon^*=\Delta\varepsilon-\frac{\Delta\varepsilon}{1+z}=\frac{\Delta\varepsilon\,z}{1+z},
\end{equation}
and division gives
\begin{equation}
\frac{\varepsilon_s-\varepsilon^*}{\varepsilon^*-\varepsilon_\infty}=z=(\omega\tau)^{1-\alpha}e^{i\theta}.
\label{ratio}
\end{equation}
The vectors from the point to the two ends are $\varepsilon_s-\varepsilon^*$ and $\varepsilon_\infty-\varepsilon^*$. Their ratio is $-z$, whose argument is $\theta-\pi$. The angle between them is thus
\begin{equation}
\pi-\theta=\frac{(1+\alpha)\pi}{2}.
\end{equation}
Plotting $\varepsilon''$ upward reflects the figure, which leaves the size of the angle unchanged. A chord seen under a constant angle is the inscribed-angle property of a circle; for $\alpha=0$ the angle is $\pi/2$, which is Thales' theorem.

The modulus of (\ref{ratio}) carries the frequency: the distance to $\varepsilon_s$ divided by the distance to $\varepsilon_\infty$ equals $(\omega\tau)^{1-\alpha}$.

\section*{(e) The loss peak and two limits}

\textit{Where is $\varepsilon''$ largest and how large is it? Discuss $\alpha=0$ and $\alpha\to1$.}

\medskip
\textbf{Solution.} Multiplying (\ref{xy}) above and below by $1+\rho e^{-i\theta}$ gives the denominator $|1+z|^2=1+2\rho\cos\theta+\rho^2$. Hence
\begin{equation}
\varepsilon''=\frac{\Delta\varepsilon\,\rho\sin\theta}{1+2\rho\cos\theta+\rho^2}
=\frac{\Delta\varepsilon\,\sin\theta}{\rho+\rho^{-1}+2\cos\theta}.
\label{loss}
\end{equation}
Since $\rho+\rho^{-1}-2=(\sqrt\rho-1/\sqrt\rho)^2\ge0$, the denominator is smallest at $\rho=1$, that is at $\omega\tau=1$. There
\begin{equation}
\varepsilon''_{\max}=\frac{\Delta\varepsilon}{2}\,\frac{\sin\theta}{1+\cos\theta}
=\frac{\Delta\varepsilon}{2}\tan\frac{\theta}{2}
=\frac{\Delta\varepsilon}{2}\tan\frac{(1-\alpha)\pi}{4}.
\label{peak}
\end{equation}
Replacing $\rho$ by $1/\rho$ leaves (\ref{loss}) unchanged, so the loss peak is symmetric on a logarithmic frequency axis.

For $\alpha=0$ the centre lies on the axis, $R=\Delta\varepsilon/2$, and the arc is the Debye semicircle. As $\alpha\to1$ the radius grows without bound, but the peak falls as $\varepsilon''_{\max}\simeq\Delta\varepsilon\,(1-\alpha)\pi/8$: the arc flattens onto its chord. The value $\alpha=1$ is excluded because then $z=1$ at every frequency and the curve shrinks to one point.

The peak also broadens. Half height requires the denominator of (\ref{loss}) to double, from $2+2\cos\theta$ to $4+4\cos\theta$, so $\rho+\rho^{-1}=4+2\cos\theta$. With $\rho=e^{\beta\ln\omega\tau}$ the left side is $2\cosh(\beta\ln\omega\tau)$, and the full width in $\ln\omega$ is $(2/\beta)\,\mathrm{arcosh}(2+\cos\theta)$. Both factors grow with $\alpha$.

\section*{(f) Does an arc establish the Cole--Cole law?}

\textit{Suppose that measured points lie on a depressed arc. What remains to be checked?}

\medskip
\textbf{Solution.} The derivation of the circle used the fixed argument of $z$, not the power law for its modulus. Any continuous $\rho(\omega)$ that rises from $0$ to $\infty$ gives the same curve, for example $\rho=(\omega\tau)^\beta+(\omega\tau)^{2\beta}$. This is a statement about curves, not about materials. A causal, time-invariant linear response with the finite limits $\varepsilon_s$ and $\varepsilon_\infty$ must satisfy the Kramers--Kronig sum rule $(2/\pi)\int_{-\infty}^{\infty}\varepsilon''\,d\ln\omega=\Delta\varepsilon$. The power law does so, but in the example $\rho$ rises more steeply, the loss peak is narrower and the integral is too small. The example is therefore not the response of such a dielectric.

In fact causality leaves no other choice than the power law if the arc is exact and complete. With fields varying as $e^{+i\omega t}$, a causal $\varepsilon^*$ is analytic in the lower half of the complex $\omega$ plane. Because $\varepsilon''>0$ at every $\omega>0$, it takes neither the value $\varepsilon_s$ nor $\varepsilon_\infty$ there, so $z$ has no zeros or poles. The function $z/(i\omega)^\beta$ is real and positive on the whole real frequency axis, since the arguments cancel. Its argument is bounded and vanishes on the boundary, hence it vanishes throughout the half-plane, and the function is a constant. This gives $\rho\propto\omega^\beta$.

Measured points, however, scatter and cover a limited range, so they do not fix the argument of $z$ at all frequencies. The dependence of $\rho$ on frequency can also be altered by a slow temperature drift during the sweep, since the sample is then not time-invariant. If only $\tau$ changes, and so slowly that it is practically constant while each point is measured, every point stays on the same arc and the shape of the arc does not reveal the drift.

For measured points the remaining check is (\ref{ratio}): on logarithmic axes, the ratio of the two distances must rise with frequency along a straight line of slope $1-\alpha$, with the same $\alpha$ that the depression angle gives. The check is only as good as the intercepts to which the distances are taken. If they come from the fitted circle, they absorb much of a weak asymmetry: for the asymmetric example in (h) the slope is $0.378$, $0.386$ and $0.377$ at $0.1$~Hz, $10$~Hz and $1$~kHz, close to the $0.383$ that the fitted angle gives, although the model has $1-\alpha=0.4$.

\section*{(g) A numerical case}

\textit{Take $\varepsilon_\infty=2.6$, $\varepsilon_s=4.1$, $\alpha=0.6$ and a loss peak at $10$~Hz. Find the circle and verify a point on it.}

\medskip
\textbf{Solution.} These are rough values in the regime of the secondary relaxation of glassy poly(methyl methacrylate), PMMA, near $300$~K. The peak condition gives $\tau=1/(2\pi\times10\ \mathrm{Hz})=15.9$~ms. With $\Delta\varepsilon/2=0.75$, the depression angle is $0.6\times90^\circ=54^\circ$, or $0.3\pi$~rad, and
\begin{align}
\text{centre}&=(3.35,\,-0.75\tan54^\circ)=(3.35,\,-1.032),\\
R&=0.75/\cos54^\circ=1.276,\\
\varepsilon''_{\max}&=0.75\tan18^\circ=0.244 .
\end{align}
A Debye process of the same strength would peak at $0.75$. The arc spans $72^\circ$ at its centre and meets the axis at $36^\circ$.

At $1$~kHz, $\omega\tau=100$ and $\rho=100^{0.4}=6.310$. Then $1+z=1+6.310(\cos36^\circ+i\sin36^\circ)=6.105+3.709i$, with squared modulus $51.02$, so
\begin{equation}
\varepsilon'=2.6+\frac{1.5\times6.105}{51.02}=2.779,\qquad
\varepsilon''=\frac{1.5\times3.709}{51.02}=0.109 .
\end{equation}
The distance from the centre is $\sqrt{(2.779-3.350)^2+(0.109+1.032)^2}=1.276$, equal to $R$. Other points are:

\begin{center}
\begin{tabular}{rccc}
$f$ (Hz) & $\varepsilon'$ & $\varepsilon''$ & distance ratio\\
0.1 & 3.921 & 0.109 & 0.158\\
1 & 3.700 & 0.195 & 0.398\\
10 & 3.350 & 0.244 & 1.000\\
100 & 3.000 & 0.195 & 2.512\\
$10^6$ & 2.612 & 0.009 & 100.0
\end{tabular}
\end{center}

The ratio grows by $10^{0.4}=2.512$ per decade, as (\ref{ratio}) requires. Two decades below the peak, $\varepsilon'$ is still $0.18$ short of $\varepsilon_s$, so a sweep from $0.1$~Hz does not reach the static limit. Extending the arc to the axis gives it, but assumes that (\ref{cc}) also holds at lower frequencies. A least-squares circle through 71 noise-free values of (\ref{cc}) between $0.1$~Hz and $1$~MHz returns the centre and radius above, and the angle $54.00^\circ$, without being told $\varepsilon_s$, $\varepsilon_\infty$ or $\alpha$.

\section*{(h) What would distort the arc in a real sample?}

\textit{Estimate the effects left out of (\ref{cc}) for these parameters.}

\medskip
\textbf{Solution.} All inputs below are rough assumptions. A fitted angle is the depression angle of the fitted circle at its own intercepts; unless stated otherwise, the circle comes from a linear least-squares fit of $x^2+y^2=ax+by+c$ with constants $a$, $b$ and $c$.

\textit{Conduction.} A dc conductivity $\sigma$ adds $\sigma E$ to the displacement current $i\omega\varepsilon_0\varepsilon^*E$, where $\varepsilon_0$ is the vacuum permittivity. The sum is $i\omega\varepsilon_0[\varepsilon^*-i\sigma/(\omega\varepsilon_0)]E$, so the loss gains $\sigma/(\omega\varepsilon_0)$. For $\sigma=10^{-16}$~S/cm this is $0.002$ at $0.1$~Hz, against a relaxation loss of $0.109$. At $1$~mHz it is $0.18$ against $0.021$, and the two are equal near $5$~mHz. As the frequency falls, the plotted points rise ever farther above the arc. Yet the fitted angle moves little: with 91 logarithmically spaced points up to $1$~MHz it is $54.05^\circ$ for a sweep from $0.1$~Hz and $54.4^\circ$ from $1$~mHz. The second value depends on the kind of fit: minimising the distances of the points from the circle gives $56.4^\circ$. It also depends on where the sweep starts: the linear fit gives $54.9^\circ$ from $3$~mHz and $47.1^\circ$ from $0.5$~mHz, so the small shift from $1$~mHz is partly accidental. A reasonable fitted angle is therefore no proof that conduction is absent. The misfit shows it better: from $1$~mHz the points miss the fitted circle by up to $0.13$, half the peak loss.

\textit{Asymmetry.} The Havriliak--Negami function raises the denominator $1+z$ to a further power. With exponent $0.9$ and the other parameters held fixed, the fitted angle over $0.1$~Hz to $1$~MHz is $55.6^\circ$. The points miss the fitted circle by at most $0.0025$, about $1\%$ of the Cole--Cole peak loss. Scatter of that size could hide the asymmetry from the eye, while $\alpha$ read from the angle would be too large by about $0.017$.

\textit{Leads.} A series resistance $r$ and an empty-cell capacitance $C_0$ give the impedance $r+1/(i\omega C_0\varepsilon^*)$. Setting this equal to $1/(i\omega C_0\varepsilon_{\rm app})$ yields the apparent permittivity $\varepsilon_{\rm app}=\varepsilon^*/(1+i\omega rC_0\varepsilon^*)$. For $1\ \Omega$ and a film of $3$~cm$^2$ and $50\ \mu$m, $C_0=53$~pF. The loss at $1$~MHz then reads $0.0110$ instead of $0.0087$, too high by $26\%$ of the true value. The percentage is large because the model loss is small there; the added loss is about $0.002$ to $0.003$, which against a true loss of $0.04$ would be about $7\%$.

\textit{Temperature.} Let the sample be $10$~K warmer. With a barrier of $0.8$~eV and $\tau\propto e^{0.8\,\mathrm{eV}/kT}$, where $k$ is Boltzmann's constant, $\tau$ falls by a factor $2.7$, which leaves the arc unchanged. If also $\Delta\varepsilon\propto1/T$ at fixed $\varepsilon_\infty$, points between $0.1$~Hz and $1$~MHz leave the old circle by up to $0.0235$, about a tenth of the peak loss. If instead $1-\alpha\propto T$, the angle falls to $52.8^\circ$. These two scalings serve to show the size of the effect; neither is derived here, and the signs may differ in a given polymer.

\textit{Smaller terms.} A slower process of strength $0.5$, time $10^6$~s and $\alpha=0.5$ adds $0.00045$ to the loss at $0.1$~Hz. At $1$~mHz it would add $0.0044$, a fifth of the relaxation loss there, so it is not negligible in the loss at the lowest frequencies of the longer sweep, although the fitted angle moves only to $54.2^\circ$. One volt across the film is $2\times10^{-4}$~MV/cm, a thousandth of an assumed breakdown field of $0.2$~MV/cm. The energy of a $1.6$~D dipole in it is $3\times10^{-5}\,kT$, so linear response is a good assumption.

\textit{Comparison with the real case.} In PMMA the secondary relaxation is attributed to motion of the ester side groups, and it is broad, which a large $\alpha$ expresses. The chosen values are meant to be rough values for the region of the peak. Far above it the model falls short: it gives $\varepsilon''/\varepsilon'\approx0.003$ at $1$~MHz, while tabulated values for PMMA are of order $0.01$ or more. The assumptions most open to doubt are the symmetric peak and its isolation from other processes. The weak asymmetry assumed above moves the angle by $1.6^\circ$; exponents of $0.7$ and $0.5$ move it by $4.8^\circ$ and $8.2^\circ$. On heating toward the glass transition the slower main relaxation speeds up and enters the measured range, and above the transition it merges with the secondary one; the estimate for the slow process then no longer holds, and a single arc is not a sound description.

\section*{Numbers as computed}
\begin{verbatim}
Inputs (rough, glassy PMMA, secondary relaxation)
eps_inf = 2.60, eps_s = 4.10, alpha = 0.60
temperature = 300 K, peak frequency = 10.0 Hz
relaxation time = 15.92 ms
Derived circle (relative permittivity, no unit)
centre eps' = 3.3500, centre eps'' = -1.0323
radius = 1.2760
depression angle = 54.00 deg
arc angle at centre = 72.00 deg
angle of arc with axis = 36.00 deg
chord seen from arc under 144.00 deg
peak eps'' = 0.2437; Debye peak would be 0.7500
f (Hz) | eps' | eps'' | distance to centre | distance ratio
      0.1 | 3.9205 | 0.1090 | 1.2760 | 0.1585
      1.0 | 3.7001 | 0.1947 | 1.2760 | 0.3981
     10.0 | 3.3500 | 0.2437 | 1.2760 | 1.0000
    100.0 | 2.9999 | 0.1947 | 1.2760 | 2.5119
   1000.0 | 2.7795 | 0.1090 | 1.2760 | 6.3096
  10000.0 | 2.6746 | 0.0503 | 1.2760 | 15.8489
 100000.0 | 2.6302 | 0.0213 | 1.2760 | 39.8107
1000000.0 | 2.6121 | 0.0087 | 1.2760 | 100.0000
Circle fitted to 71 points, 0.1 Hz to 1 MHz
centre = (3.3500, -1.0323), radius = 1.2760
fitted depression angle = 54.00 deg
Neglected effects (rough assumed inputs)
dc conductivity = 1.0e-16 S/cm
at 1 mHz: conduction eps'' = 0.1798, relaxation eps'' = 0.0213
at 100 mHz: conduction eps'' = 0.0018, relaxation eps'' = 0.1090
the two losses are equal at 4.71 mHz
fitted angle with conduction, sweep from 100 mHz = 54.05 deg
fitted angle with conduction, sweep from 1 mHz = 54.41 deg
Havriliak-Negami outer exponent 0.9: fitted angle = 55.56 deg
its largest distance off the fitted circle = 2.52e-03
sample: 3.0 cm2, 50 um, leads 1.0 ohm, empty capacitance 53.1 pF
at 1 MHz: true eps'' = 0.00868, with leads = 0.01095
slow process: strength 0.5, time 1e+06 s, alpha 0.5
its eps'' at 0.1 Hz = 0.00045
10 K warmer, barrier 0.8 eV: tau falls by factor 2.71
strength as 1/T: largest distance off old circle = 0.0235
1-alpha as T: alpha = 0.5867, angle = 52.80 deg
field at 1.0 V = 2.0e-04 MV/cm; over breakdown 0.2 MV/cm = 1.0e-03
dipole 1.6 D: dipole energy / kT = 2.6e-05
\end{verbatim}
